# Zero-quantum suppression by a swept inversion pulse in a gradient

**Q:** I store magnetization along $z$ between two 90° pulses and apply a strong gradient during the storage. Antiphase distortions still appear in my multiplets. What survives the gradient?

**A:** Zero-quantum coherence. Suppose that the first of the two pulses, a 90° pulse about $x$, finds the antiphase term $2I_{1x}I_{2z}$. It takes $I_z$ to $-I_y$ and leaves $I_x$ alone, so the term becomes $-2I_{1x}I_{2y}$. This is a mixture of double- and zero-quantum coherence. With

$$I_1^+I_2^-=(I_{1x}I_{2x}+I_{1y}I_{2y})+i(I_{1y}I_{2x}-I_{1x}I_{2y}),$$

the zero-quantum part of the mixture is $I_{1y}I_{2x}-I_{1x}I_{2y}$. The second 90° pulse about $x$ takes $I_y$ to $I_z$ and produces $I_{1z}I_{2x}-I_{1x}I_{2z}$, which is your antiphase signal.

Now take the gradient. At position $z$ the angular frequencies are $\omega_j=\gamma Gz+\Omega_j$, and free precession for a time $t$ multiplies $I_j^+$ by $e^{-i\omega_jt}$ and $I_j^-$ by $e^{+i\omega_jt}$. Over a duration $\tau$,

$$I_1^+I_2^-\to I_1^+I_2^-\,e^{-i(\omega_1-\omega_2)\tau},\qquad \omega_1-\omega_2=\Omega_1-\Omega_2\equiv\Delta\Omega .$$

The position has cancelled. The coherence has the same phase throughout the tube, and averaging over the tube does not reduce it.

**Q:** Would a 180° pulse in the middle of the gradient help?

**A:** Not if it flips all positions at the same time. I need the effect of a $\pi$ pulse whose axis makes an angle $\phi$ with $x$. It equals a $z$ rotation by $-\phi$, a $\pi$ rotation about $x$, and a $z$ rotation by $+\phi$. The first multiplies $I^+$ by $e^{i\phi}$, the second turns $I^+$ into $I^-$, and the third multiplies $I^-$ by $e^{i\phi}$. Hence

$$I^+\to I^-e^{2i\phi},\qquad I^-\to I^+e^{-2i\phi}.$$

For a short pulse at time $t$, the RF phases of the two spins cancel, and $I_1^+I_2^-$ becomes $I_1^-I_2^+$. Its phase is $-\Delta\Omega\,t$ before the flip and $+\Delta\Omega(\tau-t)$ after it:

$$\theta=\Delta\Omega(\tau-2t).$$

This depends on when the pulse is applied, but not on $z$. Moving the pulse from scan to scan would vary $\theta$ and permit cancellation by adding scans. Cancellation within one scan requires different flip times at different positions.

**Q:** So that is what the frequency sweep supplies?

**A:** Yes, together with the gradient. Let the RF frequency rise linearly through a width $B$, in hertz, during $\tau$. I take the sweep to be centred on zero frequency and write

$$\phi'(t)=-\pi B+Rt,\qquad R=\frac{2\pi B}{\tau}.$$

A spin is inverted when the RF frequency passes its own frequency. Setting $\phi'(t)=\omega$ gives

$$t(\omega)=\frac{\tau}{2}+\frac{\omega}{R}.$$

The gradient makes $\omega$ depend on $z$, so the flip time depends on $z$. Without the gradient the sweep still flips different shifts at different times, but it does so identically in every slice.

Assume for the moment that both spins in a slice flip together at $t(\bar\omega)$, where $\bar\omega=(\omega_1+\omega_2)/2$. Then

$$\theta(z)=\Delta\Omega\,[\tau-2t(\bar\omega)]=-\frac{2\Delta\Omega\,\bar\omega}{R}.$$

Slices flipped early spend most of the pulse as $I_1^-I_2^+$, and slices flipped late spend most of it as $I_1^+I_2^-$. They therefore finish with opposite phases.

**Q:** But the two spins have different shifts, so they do not flip together. Between the flips the coherence is double-quantum and sees twice the gradient. Is that short interval negligible?

**A:** Its phase is not negligible. It is cancelled by another phase. Take $\Delta\Omega>0$, so spin 2 flips first. The interval is

$$t_1-t_2=\frac{\omega_1-\omega_2}{R}=\frac{\Delta\Omega}{R}.$$

During it the coherence is $I_1^+I_2^+$, with phase

$$\theta_{\rm DQ}=-(\omega_1+\omega_2)(t_1-t_2)=-\frac{2\bar\omega\,\Delta\Omega}{R}.$$

This is as large as the phase we want. However, the two flips also occur at different RF phases. Spin 1 contributes $+2\phi(t_1)$ and spin 2 contributes $-2\phi(t_2)$. Because $\phi$ is quadratic in time, its finite difference equals the derivative at the midpoint times the interval:

$$\theta_{\rm RF}=2[\phi(t_1)-\phi(t_2)]=2\phi'(\bar t)(t_1-t_2)=+\frac{2\bar\omega\,\Delta\Omega}{R}.$$

Here $\bar t=(t_1+t_2)/2=t(\bar\omega)$, so $\phi'(\bar t)=\bar\omega$. The double-quantum and RF phases cancel. The remaining zero-quantum periods give

$$-\Delta\Omega\,t_2+\Delta\Omega(\tau-t_1)=\Delta\Omega(\tau-2\bar t).$$

For ideal instantaneous flips on resonance and a linear sweep, the simple picture is therefore exact. For $\Delta\Omega<0$ the order of the flips is reversed, but the same sum of phases results.

The one-spin phase shows why this is no accident. For $I^+\to I^-e^{i\Phi}$,

$$\Phi(\omega)=\omega[\tau-2t(\omega)]+2\phi(t(\omega)),$$

$$\frac{d\Phi}{d\omega}=\tau-2t+2[\phi'(t)-\omega]\frac{dt}{d\omega}=\tau-2t(\omega).$$

The bracket vanishes at resonance. Thus a small change in flip time does not change the phase to first order, whatever the smooth monotonic sweep. The zero-quantum phase is $\Phi(\omega_1)-\Phi(\omega_2)$.

**Q:** How much artefact remains after adding all slices?

**A:** Take a uniform sample from $-L/2$ to $L/2$, with $G>0$. Define the fraction of the sweep occupied by its gradient frequencies as

$$\kappa=\frac{\gamma GL}{2\pi B}<1.$$

Let $\bar\Omega=(\Omega_1+\Omega_2)/2$, so $\bar\omega=\gamma Gz+\bar\Omega$, and let $k=2\Delta\Omega\gamma G/R$. The averaged amplitude is

$$\frac1L\int_{-L/2}^{L/2}e^{i\theta(z)}dz
=e^{-2i\Delta\Omega\bar\Omega/R}\,\frac1L\int_{-L/2}^{L/2}e^{-ikz}dz .$$

The last integral, including its prefactor $1/L$, is $\sin(kL/2)/(kL/2)$. Also,

$$\frac{|k|L}{2}=\frac{|\Delta\Omega|\gamma GL}{R}
=|\Delta\Omega|\,\tau\,\frac{\gamma GL}{2\pi B}.$$

With $\Delta\nu=\Delta\Omega/2\pi$, a pair centred on the sweep ($\bar\Omega=0$) has

$$A=\frac{\sin x}{x},\qquad x=2\pi\kappa|\Delta\nu|\tau .$$

An off-centre pair has the same magnitude and an extra common phase, provided that the whole sample remains inside the sweep.

The desired $I_{1z}$ becomes $-I_{1z}$ in every slice and adds coherently. For a centred pair, exchanging $I_1^+I_2^-$ and $I_1^-I_2^+$ reverses the sign of $I_{1y}I_{2x}-I_{1x}I_{2y}$, so the artefact is multiplied by $-A$. Relative to the wanted signal it is multiplied by $A$.

**Q:** Then "removes" is too strong?

**A:** It is. The filter attenuates. For small $x$, $A\approx1-x^2/6$, so nearly equivalent spins are hardly affected. Nulls occur at $2\kappa|\Delta\nu|\tau=n$, with $n=1,2,\ldots$, but a spectrum contains many shift differences and one duration cannot put them all on nulls. What can be guaranteed in this model is

$$|A|\le\frac1x=\frac{1}{2\pi\kappa|\Delta\nu|\tau}.$$

To ensure a residual no larger than $\epsilon$, choose $\tau\ge1/(2\pi\kappa|\Delta\nu|\epsilon)$, using the smallest shift difference that matters.

The slow $1/x$ envelope comes from the sharp ends of the uniform sample. For a Gaussian distribution of standard deviation $\sigma$, well inside the sweep, the same average gives $|A|=e^{-k^2\sigma^2/2}$, with no oscillation.

**Q:** Can I use a stronger gradient instead of a longer sweep?

**A:** Only to the extent that it raises $\kappa$. If $G$ and $B$ are doubled together, each relative position flips at the same time as before and $A$ is unchanged, provided that the inversion stays adiabatic. The sweep rate has doubled, so keeping the same adiabaticity needs $\sqrt2$ times the RF amplitude. If $G$ is raised at fixed $B$, the flips spread over more of the pulse, up to $\kappa=1$.

Beyond that limit the ends of the sample are not inverted. In the ideal centred case, a fraction $1-1/\kappa$ of the sample keeps $I_1^+I_2^-$ with the uniform phase $-\Delta\Omega\tau$. That part does not dephase, and its $z$-magnetization opposes the inverted signal. In practice $\kappa$ must stay below 1 by enough to leave room for the amplitude ramps and the finite width of the resonance.

**Q:** Please put numbers on this.

**A:** Take protons with these round parameters: $\tau=20$ ms, $B=40$ kHz, a 1.5 cm sample, and a gradient spread of 24 kHz. The required gradient is 37.6 mT/m. The used fraction is $\kappa=24/40=0.60$, so the sample edges flip at $20(1\mp0.60)/2=4$ and 16 ms.

For $\Delta\nu=100$ Hz, the two spins in a slice flip $100\times0.020/40000$ s apart, or 50 µs. At the upper edge, precession including the double-quantum interval contributes $-15.08$ rad. The RF phase contributes $+7.54$ rad, leaving $-7.54$ rad. Ignoring the RF phase would double the apparent dephasing.

The attenuation follows from

$$x=2\pi(0.60)(100)(0.020)=7.54,\qquad A=\frac{\sin7.54}{7.54}=0.126 .$$

The bound is $1/7.54=0.133$. A shorter sweep can also reach 5% at this shift difference, for example near a null, but the bound guarantees it for every duration from

$$\tau=\frac{1}{2\pi(0.60)(100)(0.05)}\ {\rm s}=53\ {\rm ms}.$$

Direct propagation of the spins through a shaped sweep gives 0.126 as well. Doubling the shift difference to 200 Hz and halving the duration to 10 ms also gives 0.126, as the product law demands. The controls separate the causes: the zero-quantum magnitude stays above 0.99 with the gradient alone, with a sweep but no gradient, and with a gradient plus an ideal hard pulse.

**Q:** A real pulse does not flip a spin instantaneously. Where does that enter?

**A:** First in the inversion. The RF field strength $\omega_{\rm rf}$ must satisfy $Q=\omega_{\rm rf}^2/R\gg1$. Here $Q=5$ at the plateau, which means a peak amplitude of

$$\frac{1}{2\pi}\sqrt{5\times\frac{2\pi\times40000}{0.020}}\approx1262\ {\rm Hz}.$$

The least complete inversion in the sample is $M_z/M_0=-0.999$.

Second, it enters in the phase. In the frame that follows the RF phase, the offset is $\delta=\omega-\phi'(t)$ and the effective frequency is $\sqrt{\delta^2+\omega_{\rm rf}^2}$. The sweep starts below resonance, so initially $\delta>0$. Spin up then follows the effective field, and the phase of $I^+$ relative to it decreases at the effective frequency. Entering the frame adds $\phi(0)$. The coherence leaves as $I^-$, which adds $\phi(\tau)$. The effective field turns from $+z$ through the RF axis to $-z$, which carries $I^+$ to $-I^-$. This constant phase of $\pi$ is common to both spins and cancels in the zero-quantum phase. Apart from it and a nearly common nonadiabatic phase,

$$\Phi(\omega)=\phi(0)+\phi(\tau)-\int_0^\tau\sqrt{\delta^2+\omega_{\rm rf}^2}\,dt .$$

If $\omega_{\rm rf}\to0$ in this adiabatic expression, the root becomes $|\delta|$. Splitting the integral at resonance gives

$$-\int_0^t(\omega-\phi')dt'+\int_t^\tau(\omega-\phi')dt'
=\omega(\tau-2t)+2\phi(t)-\phi(0)-\phi(\tau),$$

and the earlier $\Phi$ is recovered. At finite field,

$$\frac{d\Phi}{d\omega}=-\int_0^\tau\frac{\delta}{\sqrt{\delta^2+\omega_{\rm rf}^2}}dt .$$

The corrections from before and after resonance cancel at the centre of a symmetric pulse. Near a sample edge one side is cut short, and a small correction remains.

For a pair centred on the sweep and shift differences from 20 to 400 Hz, the largest departure from $\sin x/x$ is 0.004 on the scale where the initial coherence is 1. It grows as an off-centre pair brings one sample edge closer to the ramp, to about 0.008 for a pair 4 kHz from the centre. That can matter relative to a small residual: at 200 Hz the law gives 0.039 and the propagation gives 0.043. Using the effective-field phase reduces the largest departure to 0.0005, which identifies the finite RF field as the main source of the discrepancy.

**Q:** My spins also have scalar couplings. Do those dephase the coherence, or get refocused?

**A:** In weak coupling, the active coupling $2\pi J_{12}I_{1z}I_{2z}$ does neither. Zero-quantum coherence connects $|\alpha\beta\rangle$ and $|\beta\alpha\rangle$, which have the same value of $I_{1z}I_{2z}$. The double-quantum states $|\alpha\alpha\rangle$ and $|\beta\beta\rangle$ also share one value.

Couplings to a passive spin 3 do act. Let its $z$ quantum number be $m=\pm\tfrac12$ before the sweep, and suppose that it flips at nearly the same time $t$ as the pair. The coupling phase before the flip is $-2\pi m(J_{13}-J_{23})t$. Afterwards the coherence has the opposite sense, but $m$ has also become $-m$:

$$+2\pi(-m)(J_{13}-J_{23})(\tau-t)
=-2\pi m(J_{13}-J_{23})(\tau-t).$$

The sum is $-2\pi m(J_{13}-J_{23})\tau$. The flip time has cancelled, so this evolution is neither refocused nor position-dependent. If spin 3 has another shift, its flip is displaced by $\Delta t=(\Omega_3-\bar\Omega)/R$. Between the flips the coupling phase runs backwards, so for ideal flips $\tau$ in the sum becomes $\tau-2|\Delta t|$. The coupling is then partly refocused, by the same amount in every slice.

For $J_{13}=12$ Hz and $J_{23}=2$ Hz, the phase magnitude is $\pi(10)(0.020)=0.628$ rad. With passive spin up, the law for simultaneous flips predicts $0.102-0.074i$. A three-spin propagation with isotropic couplings, including $J_{12}=7$ Hz, and with spin 3 shifted by 1 kHz ($\Delta t=0.5$ ms), gives $0.098-0.072i$. The difference is about 4% of the predicted magnitude. The propagated phase, 0.63 rad, does not show the reduction to $\pi(10)(0.019)=0.597$ rad that ideal displaced flips would give. A 1 kHz shift is smaller than the RF amplitude of 1262 Hz, so the flips overlap in time and the refocusing is much weaker: with $J_{12}=0$ the phase is 0.620 rad. The $\tau-2|\Delta t|$ rule is approached only for shifts well above the RF amplitude. The same calculation retains 0.988 of the inverted $z$-magnetization of spin 1. I have not separated the causes of these small losses.

Strong coupling is a real limit. In the basis $|\alpha\beta\rangle,|\beta\alpha\rangle$, apart from a common energy, the Hamiltonian without RF in angular-frequency units is

$$\frac12\begin{pmatrix}\Delta\Omega&2\pi J_{12}\\2\pi J_{12}&-\Delta\Omega\end{pmatrix}.$$

The off-diagonal terms mix zero-quantum coherence with $I_{1z}-I_{2z}$. They tilt the precession axis in this two-state space by $\arctan(J_{12}/\Delta\nu)$, so the mixing is of first order in $J_{12}/\Delta\nu$. For 7 Hz and 100 Hz the tilt is 0.07 rad, and free precession can turn up to 0.14 of a stored $I_{1z}-I_{2z}$ into zero-quantum coherence. Inside the filter the flip reverses $\Delta\Omega$ and with it the tilt, so a single slice can convert about twice as much, and a part of size about $J_{12}/\Delta\nu$ has the same phase in every slice. For these values the sample average is 0.10 at 20 ms and still 0.07 at 54 ms, so a longer sweep does not remove it. The bound on $A$ does not include this contribution, which here exceeds a 5% target. When $|J_{12}|$ is comparable with $|\Delta\nu|$, the clean separation between artefact and stored magnetization fails.

**Q:** Since the gradient is already on, can I omit the ordinary homospoil gradient?

**A:** Not safely. Substituting $t(\omega)$ into the one-spin phase gives $\Phi=-\omega^2/R$ plus a constant. Single-quantum coherence therefore has a stationary phase at the centre, where the flip at $\tau/2$ makes a spin echo at the end of the pulse. Extending the rapidly oscillating integral to infinity gives

$$\left|\frac{1}{2\pi\kappa B}\int e^{-i\omega^2/R}d\omega\right|
\approx\frac{\sqrt{\pi R}}{2\pi\kappa B}=0.042 .$$

The propagation gives 0.041.

A following homospoil gradient of strength $G_h$ and duration $T_h$ adds $\gamma G_hzT_h=\omega G_hT_h/G$ to the phase of $I^-$, if shifts are neglected beside the gradient frequencies. The stationary point moves to $\omega=RG_hT_h/(2G)$. It leaves the sample when its magnitude exceeds $\pi\kappa B$, hence when

$$|G_h|T_h>\kappa G\tau .$$

An area well above this limit dephases the single-quantum remainder. It does not dephase zero-quantum coherence, for the reason found at the start, so the two gradients have different tasks.

**Q:** What would make you distrust the predicted attenuation in my sample?

**A:** Apart from strong coupling, a sample that extends outside the sweep or an RF field too weak for adiabatic inversion. A nonuniform sample profile replaces $\sin x/x$ by the corresponding spatial average. I have also left out relaxation, diffusion and RF inhomogeneity. Relaxation matters when $\tau$ is not short compared with the relaxation times, so the longer sweep needed for a small $\Delta\nu$ has a cost in signal. The calculated values are collected in the numerical output below.

## Calculated quantities

```
Sweep duration: 20.0 ms
Sweep width: 40.0 kHz
Sample frequency spread: 24.0 kHz
Used sweep fraction kappa: 0.60
Sample length: 1.50 cm
Gradient strength: 37.58 mT/m
Adiabaticity Q: 5.0
Amplitude ramp at each end: 10 % of duration
Peak RF amplitude: 1261.6 Hz
Least complete inversion Mz/M0: -0.99911
Main shift difference: 100.0 Hz
Flip time at lower sample edge: 4.00 ms
Flip time at upper sample edge: 16.00 ms
Time between flips of the pair: 50.00 us
Upper edge, precession phase: -15.0796 rad
Upper edge, RF phase: 7.5398 rad
Upper edge, total ZQ phase: -7.5398 rad
Largest local phase-law error: 0.0338 rad
Dephasing parameter x: 7.5398 rad
Predicted ZQ amplitude: 0.12614 (relative)
Simulated ZQ amplitude, real: 0.12590 (relative)
Simulated ZQ amplitude, imag: 0.00000 (relative)
Guaranteed bound 1/x: 0.13263 (relative)
dnu 20 Hz: A law 0.66184, simulation 0.66337 (relative)
dnu 40 Hz: A law 0.04156, simulation 0.04477 (relative)
dnu 200 Hz: A law 0.03898, simulation 0.04281 (relative)
dnu 400 Hz: A law -0.03153, simulation -0.03297 (relative)
Largest sinc-law error, 20-400 Hz: 0.00417 (relative)
Largest finite-RF-law error: 0.00050 (relative)
A at 200 Hz and 10 ms: 0.12561 (relative)
ZQ magnitude, sweep without gradient: 0.99922
ZQ magnitude, gradient alone: 1.00000
ZQ magnitude, gradient and hard pulse: 1.00000
Single-quantum remainder, simulation: 0.04085
Single-quantum remainder, estimate: 0.04167
Couplings J12, J13, J23: 7.0, 12.0, 2.0 Hz
Passive spin shift: 1000.0 Hz
Passive-coupling phase magnitude: 0.6283 rad
Three-spin A, passive spin up: 0.09802-0.07208j (relative)
Law for passive spin up: 0.10205-0.07414j (relative)
Three-spin A, passive spin down: 0.09799+0.07212j (relative)
Law for passive spin down: 0.10205+0.07414j (relative)
Inverted z-magnetization retained: 0.98797 (relative)
Target residual: 5.0 %
Duration guaranteeing target: 53.05 ms
```
